# Hydrogen absorption isotherms: choosing moves and run length in lattice-gas Monte Carlo

## One site, two states

Take one site that can hold one hydrogen atom, in contact with a gas that sets the chemical potential \(\mu\) per atom. The occupied site has free energy \(e\). The empty and full states then have weights 1 and \(e^{x}\), with
\[
x=\frac{\mu-e}{kT}.
\]
Propose a flip at every step. Accept filling with probability \(\min(1,e^{x})\) and emptying with probability \(\min(1,e^{-x})\). In the steady state the two flows are equal:
\[
(1-\theta)\min(1,e^{x})=\theta\min(1,e^{-x}).
\]
Since \(\min(1,e^{x})/\min(1,e^{-x})=e^{x}\) for either sign of \(x\), this gives \(\theta/(1-\theta)=e^{x}\), the correct thermal filling.

At \(x=0\) every flip is accepted, and the site runs empty, full, empty, full. The probability of being full at a given step never settles, yet the time average tends to 1/2. So a sampler needs the right steady state, and it also needs enough steps for its averages to reach it.

Sampling a lattice model fitted to electronic-structure energies therefore requires several settings: the type of move, the equilibration length, the run length and the cell size. A periodic 4 by 4 lattice is small enough for all \(2^{16}=65536\) states to be summed, so the move and the run lengths can be judged against a known answer. The cell size is judged afterwards by summing larger lattices.

## What the pressure setting means

Algebra is in atomic units, and \(kT\) is an energy. Energies are counted from half an H\(_2\) molecule in its ground level. Equilibrium for H\(_2\rightleftharpoons\)2H requires \(\mu=\mu_{\rm H_2}/2\).

For \(n\) ideal molecules in volume \(V\), the partition function is \((Vq/\Lambda^3)^n/n!\), where \(\Lambda=\sqrt{2\pi/(mkT)}\), \(m\) is the molecular mass and \(q\) the internal partition function. Differentiating \(-kT\ln Z\) with respect to \(n\), with \(\ln n!\simeq n\ln n-n\), gives
\[
\mu_{\rm H_2}=kT\ln\frac{n\Lambda^3}{Vq}=kT\ln\frac{p\Lambda^3}{kT\,q}.
\]
At 600 K the first vibrational excitation of H\(_2\) has a weight of only 4 to \(5\times10^{-5}\), so \(q\) is replaced by its rotational part \(q_{\rm rot}\). Setting \(\mu_{\rm H_2}\) equal to \(2\mu\) and solving for \(p\),
\[
p=p_0e^{2\mu/kT},\qquad p_0=\frac{kT\,q_{\rm rot}}{\Lambda^3},
\]
\[
q_{\rm rot}=\frac14\sum_J g_J(2J+1)e^{-bJ(J+1)/kT}.
\]
Here \(b\) is the rotational constant, and the nuclear-spin weight \(g_J\) is 1 for even and 3 for odd \(J\). Each dissolved proton has two spin states. Leaving that factor out of the site weight lets two atoms absorb a factor 4 from the gas, hence the 1/4.

A dissolved atom is treated as three oscillators of quantum \(\omega\) above a ground level \(e_0\). Each contributes \(\sum_j e^{-j\omega/kT}=1/(1-e^{-\omega/kT})\), so
\[
e=e_0+3kT\ln(1-e^{-\omega/kT}).
\]

The example is set at 600 K, where \(kT=0.0517\) eV. Its inputs are rough values in the regime of hydrogen in palladium: \(e_0=-0.10\) eV, \(\omega=0.07\) eV and \(b=0.0074\) eV. They give \(e=-0.1463\) eV, \(\Lambda=0.502\) angstrom, \(q_{\rm rot}=3.67\) and \(p_0=1.80\times10^9\) Torr.

## The interacting lattice and its exact answer

Let \(M=16\) sites have occupations \(n_i=0,1\), and let each occupied neighbour pair gain an energy \(w>0\). With \(N\) atoms and \(B\) occupied pairs,
\[
\Omega=(e-\mu)N-wB,\qquad e^{-\Omega/kT}=e^{xN+KB},\qquad K=\frac{w}{kT}.
\]
Counting the states \(g(N,B)\) once serves every pressure:
\[
\Xi=\sum_{N,B}g(N,B)e^{xN+KB},\qquad \theta=\frac{\langle N\rangle}{M}=\frac1M\frac{\partial\ln\Xi}{\partial x}.
\]
A second derivative gives \(\partial\langle N\rangle/\partial x=\langle N^2\rangle-\langle N\rangle^2\). At fixed temperature \(dx=\tfrac12 d\ln p\), so the slope of the isotherm is
\[
\frac{d\theta}{d\ln p}=\frac{{\rm Var}(N)}{2M}.
\]

**Half filling.** Exchange atoms and vacancies. Then \(N\to M-N\). There are \(2M\) bonds and each site belongs to four, so
\[
B\to\sum_{\rm bonds}(1-n_i)(1-n_j)=2M-4N+B.
\]
The exponent becomes a constant plus \((-x-4K)N+KB\), which is the original model with \(x\) replaced by \(-4K-x\). Therefore \(\theta(-2K+d)+\theta(-2K-d)=1\), and half filling lies at \(x=-2K\), or \(\mu=e-2w\):
\[
p_{1/2}=p_0e^{2(e-2w)/kT}.
\]
With \(w=0.08\) eV, \(K=1.547\) and \(\mu=-0.1463-0.16=-0.3063\) eV. The exponent is \(-0.6127/0.0517=-11.85\), and \(p_{1/2}=1.29\times10^4\) Torr, or 17.1 bar.

**Dilute limit.** Put \(z=e^x\) and \(f=e^K-1\). Of the \(M(M-1)/2\) ways to place two atoms, \(2M\) are neighbour pairs and carry the extra factor \(1+f\). Hence
\[
\Xi=1+Mz+Q z^2+\dots,\qquad Q=\tfrac12M(M-1)+2Mf,
\]
\[
\langle N\rangle=\frac{Mz+2Qz^2+\dots}{1+Mz+\dots}=Mz+(2Q-M^2)z^2+\dots,
\]
\[
\theta=z+(4f-1)z^2+\dots
\]
The first term is Sieverts' law, \(\theta\simeq\sqrt{p/p_0}\,e^{-e/kT}\). The \(-1\) comes from site exclusion and the \(4f\) from attraction. Here \(4f-1=13.8\), so the first correction reaches 10 percent of the leading term at \(z=0.00725\), or 329 Torr. The full excess there is 11.3 percent, because higher terms also contribute. A straight line in \(\sqrt p\) through the origin, fitted from this pressure up to 2000 Torr, puts the site energy about 0.012 eV too low in this model. Fitted from 10 Torr up to this pressure, it is still about 0.004 eV too low.

## Setting 1: the move

Choose one of the \(M\) sites uniformly and propose \(n_i\to1-n_i\). If \(c_i\) neighbours are occupied, \(N\) changes by \(1-2n_i\) and \(B\) by \((1-2n_i)c_i\). Thus
\[
\frac{\Delta\Omega}{kT}=-(1-2n_i)(x+Kc_i),
\]
and the move is accepted with probability \(\min(1,e^{-\Delta\Omega/kT})\). Two values of \(n_i\) and five of \(c_i\) make ten acceptances, which can be tabulated before the run.

Let \(\pi_s\) be the normalized weight of state \(s\) and \(P_{ss'}\) the transition probability. For two states that differ by one flip,
\[
\pi_sP_{ss'}=\frac1M\min(\pi_s,\pi_{s'})=\pi_{s'}P_{s's}.
\]
Summing over \(s\) shows that \(\pi\) is stationary. The same balance makes \(\sqrt{\pi_s}\,P_{ss'}/\sqrt{\pi_{s'}}\) a symmetric matrix, so \(P\) has real eigenvalues and a complete set of eigenfunctions, \(\sum_{s'}P_{ss'}a_{s'}=\lambda a_s\), orthogonal under the weight \(\pi\). To see that \(\pi\) is approached, take any real function \(a_s\) and expand the squares, using \(\sum_{s'}P_{ss'}=1\) and stationarity:
\[
\frac12\sum_{ss'}\pi_sP_{ss'}(a_s\mp a_{s'})^2=\sum_s\pi_sa_s^2\mp\sum_{ss'}\pi_sa_sP_{ss'}a_{s'}.
\]
For an eigenfunction with eigenvalue \(\lambda\), the right side is \((1\mp\lambda)\sum_s\pi_sa_s^2\). The left side is not negative, so \(-1\le\lambda\le1\).

With the upper sign, \(\lambda=1\) requires \(a_s=a_{s'}\) across every allowed flip. Flips connect all states, so \(a\) is constant and this eigenvalue is single. With the lower sign, \(\lambda=-1\) requires \(a_{s'}=-a_s\) across every flip, and \(a_s=0\) wherever a rejection can occur. For \(K>0\) the quantity \(x+Kc_i\) cannot vanish for all \(c_i\), so some flip can be rejected, \(a\) vanishes everywhere, and \(-1\) is excluded. Every mode except the constant one then has \(|\lambda|<1\) and dies out. At \(K=x=0\) nothing is rejected: the parity of \(N\) alternates forever, as for the single site.

**Insertion and deletion as separate moves.** Some samplers first choose insertion or deletion, each with probability 1/2, and then a suitable site. An insertion from \(N\) atoms is then proposed with probability \(1/[2(M-N)]\), and its reverse with \(1/[2(N+1)]\). Balance requires the acceptances
\[
\min\!\left(1,\frac{M-N}{N+1}e^{-\Delta\Omega/kT}\right),\qquad
\min\!\left(1,\frac{N}{M-N+1}e^{-\Delta\Omega/kT}\right)
\]
for insertion and deletion. If the counting factors are omitted, the sampled weight \(W\) obeys \(W_{s'}/W_s=\frac{N+1}{M-N}e^{-\Delta\Omega/kT}\) for an insertion, which is solved by
\[
W\propto N!\,(M-N)!\,e^{xN+KB}.
\]
This cancels the binomial number of ways to place \(N\) atoms and suppresses intermediate fillings relative to the empty and full lattices.

At 8000 Torr, where \(x=-3.332\), the filling falls from 0.120 to 0.025. The size can be understood from the two end states alone. The full lattice has weight \(e^{16x+32K}=e^{-53.31+49.51}=0.0225\) relative to the empty one, which by itself gives a filling of \(0.0225/1.0225=0.022\). A longer run does not cure this error. Uniform site flips need no counting factor, since a flip and its reverse are both proposed with probability \(1/M\).

## Setting 2: equilibration and run length

Let the eigenfunctions \(a_j\) be orthonormal under the weight \(\pi\), and expand \(N/M-\theta=\sum_jc_ja_j\), without the constant mode. In equilibrium the correlation at a lag of \(t\) steps is \(\sum_jc_j^2\lambda_j^t\). For \(S\) steps, much longer than the correlations, the variance of the time average is
\[
\frac1S\sum_jc_j^2\left(1+2\sum_{t\ge1}\lambda_j^t\right)=\frac1S\sum_jc_j^2\,\frac{1+\lambda_j}{1-\lambda_j}.
\]
Define \(\tau=-1/\ln\lambda_2\), with \(\lambda_2\) the largest eigenvalue below 1. For \(\tau\gg1\), \((1+\lambda_2)/(1-\lambda_2)\simeq2\tau\). If this mode carries nearly all the fluctuation, \(C\) independent chains have the standard error
\[
\sigma_\theta\simeq\sqrt{\frac{2\tau\,{\rm Var}(N)/M^2}{SC}}.
\]

At half filling the full transition matrix gives \(\tau=358\) steps, or 22 sweeps of 16 steps, and \({\rm Var}(N)=39.4\). For \(S=20000\) and \(C=400\),
\[
\sigma_\theta\simeq\sqrt{\frac{2(358)(39.4/256)}{8\times10^6}}=0.0037.
\]
The sum over all modes gives 0.00370, and the scatter of the chains gives 0.00374. One slow mode therefore accounts for the error here. To reach 0.001 at this pressure, the same formula asks for \(SC\simeq1.1\times10^8\) steps in total.

The start is forgotten mode by mode, as \(\lambda_j^t\). An equilibration of \(10\tau\), here 3581 steps, reduces the slow mode by \(e^{-10}\simeq5\times10^{-5}\). The same length was used at all pressures, although \(\tau\) was computed at half filling alone.

Start half the chains empty and half full, and compare the two groups before pooling them. At \(x=-2K\) the exchange of atoms and vacancies maps the dynamics onto itself, so the expected pooled filling is 1/2 from the first step, even with no equilibration. Agreement of the pooled value at half filling thus says nothing about burn-in. The other pressures are the more searching ones.

The procedure for one pressure is:

1. Convert \(p\) to \(x\) and tabulate the ten acceptances.
2. Start chains from empty and full lattices.
3. Flip uniformly chosen sites, and discard about \(10\tau\) steps.
4. Average \(N/M\) over all later steps, counting the old state again after a rejection.
5. Take the standard error from the scatter of the chain means.

| Pressure (Torr) | Exact filling | Sampled filling | Standard error |
|---:|---:|---:|---:|
| 500 | 0.0102 | 0.0102 | 0.0001 |
| 2000 | 0.0241 | 0.0242 | 0.0001 |
| 5000 | 0.0525 | 0.0527 | 0.0003 |
| 8000 | 0.1204 | 0.1211 | 0.0014 |
| 12854 | 0.5000 | 0.5002 | 0.0037 |
| 20000 | 0.8688 | 0.8684 | 0.0016 |
| 32000 | 0.9454 | 0.9457 | 0.0003 |
| 80000 | 0.9753 | 0.9754 | 0.0001 |

All eight deviations are below one standard error. For independent normal errors this has a probability of about \(0.68^8\simeq5\) percent: somewhat lucky, but no sign of a fault.

The gas condition was tested separately at 8000 Torr. A closed box with a million molecules and eight separate lattices, sharing a fixed number of atoms, gives a filling of 0.1204, the same as the open lattice. This tests \(\mu=\mu_{\rm H_2}/2\) and the counting of ideal molecules. It takes \(p_0\) as given, so it does not test \(\Lambda\), \(q_{\rm rot}\) or the factor 1/4. Several lattices are needed because atoms are absorbed in pairs: a single lattice, restricted to even \(N\), gives 0.094.

**Lower temperature.** With \(w\) fixed and the lattice kept at half filling, cooling to 300 K raises \(\tau\) from 358 to \(1.0\times10^6\) steps. A path from empty to full suggests why. Fill the lattice row by row at \(x=-2K\), where adding an atom with \(c\) occupied neighbours multiplies the weight by \(e^{(c-2)K}\). The first row brings the weight to \(e^{-4K}\) relative to the empty lattice. The first atom of the second row has one occupied neighbour, which lowers it to \(e^{-5K}\), the lowest value on this path. Halving the temperature doubles \(K\), so this bottleneck narrows by \(e^{5(1.547)}\simeq2300\), while \(\tau\) grows by about 2800. The estimate supports this mechanism without proving it. An equilibration length that is ample at 600 K is useless at 300 K.

## Setting 3: the cell

Agreement with enumeration validates the sampler on 16 sites. It does not show that 16 sites are enough. Larger cells can be summed without sampling by working row by row. For rows \(r,r'\) of length \(L\), let \(h_r\) be \(x\) times the atoms in the row plus \(K\) times its occupied pairs, and define
\[
T_{rr'}=e^{h_r/2+h_{r'}/2+K\,r\cdot r'},\qquad \Xi={\rm Tr}\,T^L,
\]
where \(r\cdot r'\) counts the occupied pairs between the rows. For \(L=4\) this agrees with the enumeration at all eight pressures.

At half filling and 600 K, the slope \(d\theta/d\ln p\) is 1.23, 2.12, 2.91 and 3.53 for \(L=4,6,8,10\). It is still rising. At 8000 Torr the filling is 0.120 for \(L=4\) and 0.085 for \(L=10\), a difference some 26 times the standard error of the sampled value. More steps on the small cell would only sharpen the wrong number. Enlarge the cell until the quantity of interest stops changing, and determine \(\tau\) again for each cell.

At half filling the likely cause is the nearby critical point: the correlation length there is about 4.5 site spacings, comparable with these cells. At 8000 Torr it is only about one spacing. The excess on the 4 by 4 cell comes instead from dense states with \(N>8\), which still carry about 6 percent of the weight on 16 sites and supply 0.045 of its filling, while the states with \(N\le8\) average 0.080, and the filling has settled at 0.085 by \(L=8\). On a long strip the correlation length is \(1/\ln(t_1/t_2)\), where \(t_1\) and \(t_2\) are the two largest eigenvalues of \(T\). At \(x=-2K\), on strips of width 6 and 8, this length divided by the width takes equal values at 528 K, which estimates the critical temperature of the infinite square lattice. Below it, a large lattice held at a suitable intermediate filling separates into dilute and dense phases.

## Setting 4: the range of the attraction

In a metal, part of the attraction is elastic and long ranged. As the opposite limit to nearest neighbours, keep the total coupling \(4w\) per site and spread it over all sites of a large lattice. Each atom then sees the mean filling:
\[
x=\ln\frac{\theta}{1-\theta}-4K\theta.
\]
With \(\theta=(1+m)/2\) and \(x=-2K\), the logarithm is \(2\,{\rm artanh}\,m\) and the equation becomes \(m=\tanh Km\). It has nonzero solutions for \(K>1\), so \(kT_c=w\) and \(T_c=928\) K. At 600 K the coexisting fillings are 0.06 and 0.94.

The uniform phases lose stability where \(dx/d\theta=1/[\theta(1-\theta)]-4K=0\), that is, at
\[
\theta=\tfrac12\left(1\mp\sqrt{1-1/K}\right)=0.20,\ 0.80.
\]
Inserting these fillings gives mean-field limits of 32900 Torr for uptake and 5000 Torr for release. The half-filling pressure is unchanged, because the exchange symmetry involves only the total coupling per site. A coupling fitted to that pressure therefore does not fix the shape of the isotherm, and a coupling fitted to a critical temperature must be refitted when its range is changed.

## How far the example resembles palladium hydride

Palladium hydride has a critical point at roughly 570 K and 20 bar, so 600 K and 17 bar lie in its regime. The inputs were chosen for that regime, and the closeness is no prediction. It also holds near this temperature only. The model's own critical point lies at about 4 bar, and its half-filling pressure is 9.7 bar at 570 K and \(3\times10^{-4}\) bar at 300 K, far below the measured room-temperature plateau of order 0.02 bar. Its van 't Hoff enthalpy, \(-53\) to \(-56\) kJ per mole of H\(_2\), is larger in size than the measured value of about \(-39\). The real sites form a three-dimensional lattice with twelve neighbours each, and the critical filling is well below one half, which this symmetric model cannot give. The assumed range of the attraction also has a large effect: in the mean-field limit at fixed \(4w\), the smooth 600 K isotherm becomes a two-phase one. The same happens on a face-centred cubic lattice with \(4w\) shared among twelve neighbours, where the dilute phase at 600 K has a filling of about 0.08. The model also fills to 0.975 at 80000 Torr, whereas the real hydride holds only about 0.7 at room temperature and about one bar. Holding the model at 0.7 at 80000 Torr would take a site-energy rise of 0.043 eV on the 4 by 4 cell, or 0.046 eV on a long strip of width 12.

The other errors can be ranked at the example's own conditions. An error of 0.01 eV in the site energy changes the pressure at a given filling by a factor \(e^{0.02/0.0517}=1.47\). Gas non-ideality, from a rough Lennard-Jones potential, changes the effective pressure at half filling by only about 0.5 percent, which shifts the filling of the 4 by 4 lattice by about 0.007. The rigid rotor with the rounded \(b\) matters somewhat more: it leaves \(q_{\rm rot}\) and \(p_0\) about 1.6 percent below the values from the measured rotational levels, or about 0.02 in that filling. On a long strip of width 14, where the slope is about 4.5, these two shifts grow to about 0.025 and 0.07. Tunnelling between sites gives a lowest band about \(3\times10^{-12}\) eV wide in a cosine potential of period 2.8 angstrom matched to \(\omega\). Its barrier of 0.47 eV is roughly twice the diffusion activation energy of hydrogen in palladium. A barrier of 0.23 eV widens the band to about \(5\times10^{-9}\) eV at the same period, or to about \(1.5\times10^{-6}\) eV if the period is shortened to keep \(\omega\). Both are negligible beside \(kT\). The harmonic treatment of the site matters more. Three cosine wells in place of three oscillators lower \(e\) by 0.004 eV for the 0.47 eV barrier and by 0.011 eV for the 0.23 eV barrier at the same \(\omega\), which are pressure factors of 0.84 and 0.64. The sign and size in the real metal depend on the real potential. The cell error of the 4 by 4 filling, measured against a strip of width 12, reaches about 0.16 near 11400 Torr. Site energy with its vibrational part, range of attraction and cell size thus deserve attention before the gas law.

Finally, a Monte Carlo step is not a unit of physical time. The relaxation times above set the cost of sampling. Rates of uptake and desorption also depend on surface dissociation, recombination and diffusion barriers, none of which enter here. The remaining values are in the numerical output.

## Computed results

```
temperature 600 K, kT 0.05170 eV
site ground level e0 -0.10 eV, attraction w 0.08 eV, K = w/kT 1.5473
site vibration quantum 0.07 eV, H2 rotational constant 0.0074 eV
H2 thermal wavelength 0.5020 angstrom, q_rot 3.6651
pressure prefactor p0 1.8000e+09 Torr, site free energy e -0.14634 eV
half filling: mu -0.30634 eV, x -3.0945
half-filling pressure 12854 Torr = 17.14 bar
states 65536, chains per pressure 400, measured steps 20000
relaxation time at half filling 358.1 steps = 22.4 sweeps, burn-in 3581 steps
pressure/Torr   x   exact filling   sampled filling   standard error   score
     500  -4.7179   0.01021   0.01016   0.00006  -0.92
    2000  -4.0248   0.02414   0.02416   0.00011   0.19
    5000  -3.5666   0.05250   0.05272   0.00033   0.66
    8000  -3.3316   0.12042   0.12107   0.00138   0.48
   12854  -3.0945   0.50000   0.50020   0.00374   0.05
   20000  -2.8735   0.86878   0.86844   0.00155  -0.22
   32000  -2.6385   0.94544   0.94567   0.00033   0.69
   80000  -2.1803   0.97532   0.97540   0.00011   0.78
largest score for mean of N squared 0.86
half filling: Var(N) 39.408, predicted standard error 0.00370
closed-box filling at 8000 Torr 0.12041
insert/delete without counting factor at 8000 Torr: filling 0.02495
coefficient of z squared 13.794; first correction 10 percent at 329.2 Torr
full excess over square-root law there 11.26 percent
slope d(filling)/d(ln p) at half filling, 4 by 4: 1.2315
slope d(filling)/d(ln p) at half filling, 6 by 6: 2.1211
slope d(filling)/d(ln p) at half filling, 8 by 8: 2.9094
slope d(filling)/d(ln p) at half filling, 10 by 10: 3.5283
filling at 8000 Torr on 10 by 10 lattice 0.08481
square-lattice critical temperature from strips 6 and 8: 528.0 K
mean-field critical temperature 928.4 K
mean-field coexisting fillings 0.0625 and 0.9375
mean-field spinodals: uptake 32939 Torr, release 5016 Torr
relaxation time at 300 K, half filling 1.011e+06 steps = 6.322e+04 sweeps
Lennard-Jones inputs: sigma 2.9 angstrom, depth 0.0032 eV
H2 second virial coefficient 26.35 angstrom^3, ln fugacity coefficient 0.00545
filling shift from gas non-ideality at half filling 0.00671
H2 vibrational excitation factor for rough quantum 0.52 eV: 4.29e-05
tunnelling: hop 2.8 angstrom, barrier 0.469 eV, bandwidth 2.57e-12 eV
pressure factor for a 0.01 eV site-energy error 1.472
site-energy rise holding filling 0.7 at 80000 Torr: 0.0427 eV
```
